\section*{Deformation Potential of a Free-Electron Metal from Neutrality and Thomas-Fermi Screening, part 2}

What potential does a slightly displaced ion lattice present to an electron, and when may a resistivity calculation use a constant energy per unit strain for it? The model is a free-electron metal with $n$ conduction electrons per unit volume, $Z$ per ion, in a volume $V$. SI units are used; the electron has charge $-e$ and mass $m$. An ion displacement $\mathbf u$ gives the dilation $\Delta=\nabla\cdot\mathbf u$. The change in an electron's potential energy is $U=D\Delta$, and $\delta n_e$ is the change in electron density $n_e$. The Fermi wavevector $k_F$, the Fermi energy $E_F$ (measured from the band bottom) and the density of states $g$ for both spins obey
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.
\label{eq:count}
\end{equation}
\begin{equation}
E_F=\frac{\hbar^2k_F^2}{2m}
=\frac{\hbar^2}{2m}\,(3\pi^2n)^{2/3}.
\label{eq:EF}
\end{equation}
\begin{equation}
g=\frac{dn}{dE_F}=\frac{3n}{2E_F}.
\label{eq:dos}
\end{equation}
Thomas-Fermi equilibrium gives
\begin{equation}
\frac{dE_F}{dn}\,\delta n_e+U=0,
\qquad\text{so}\qquad
\delta n_e=-gU .
\label{eq:TF}
\end{equation}
With local neutrality, the long-wavelength result is
\begin{equation}
U=\frac{n}{g}\,\Delta=\frac{2E_F}{3}\,\Delta,
\qquad
D_0\equiv\frac{2E_F}{3}.
\label{eq:main}
\end{equation}
For a wave of wavevector $q$, Poisson's equation and the unscreened potential are
\begin{equation}
-q^2U=\frac{e^2}{\varepsilon_0}\,(-n\Delta+gU).
\label{eq:poissonq}
\end{equation}
\begin{equation}
U_{\rm bare}=\frac{e^2n}{\varepsilon_0q^2}\,\Delta
=\left(1+\frac{k_{TF}^2}{q^2}\right)U .
\label{eq:bare}
\end{equation}
Here $k_{TF}^2=e^2g/\varepsilon_0$, and the Thomas-Fermi formula is $D(q)=D_0/(1+q^2/k_{TF}^2)$.

Local exchange splits the potential into $U=U_H+\delta v_x$, where $U_H$ is electrostatic and $v_x=-e^2k_F/(4\pi^2\varepsilon_0)$. At long wavelength the total remains $D_0\Delta$.

The aluminium-like example has $n=1.8\times10^{23}\ {\rm cm^{-3}}$, $Z=3$, $k_F=17.47\ {\rm nm^{-1}}$, $E_F=11.62$ eV, $D_0=7.75$ eV, $k_{TF}=20.50\ {\rm nm^{-1}}$ and $v_x=-8.01$ eV. Its sample wave has wavelength $10$ nm, $q=0.628\ {\rm nm^{-1}}$ and dilation amplitude $0.001$. The final output also lists earlier checks: the exponent of $E_F\propto n^{2/3}$ from a count of levels, and grid solutions of Poisson's equation with Thomas-Fermi equilibrium, without and with exchange.

\subsection{Quantum response at shorter wavelength}

The relation $\delta n_e=-gU$ assumes that the potential varies slowly on the scale of $1/k_F$. Perturbation theory removes this restriction. Let $U=U_0\cos qx$ and $E_k=\hbar^2k^2/2m$. The potential couples $\mathbf k$ to $\mathbf k\pm\mathbf q$ with matrix element $U_0/2$, so to first order
\begin{equation}
\psi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt V}
\left[1+\frac{U_0}{2}\left(
\frac{e^{iqx}}{E_k-E_{\mathbf k+\mathbf q}}
+\frac{e^{-iqx}}{E_k-E_{\mathbf k-\mathbf q}}\right)\right].
\label{eq:psi}
\end{equation}
In $|\psi_{\mathbf k}|^2$ the first-order terms are twice the real part of the correction, which is proportional to $\cos qx$. Reversing $\mathbf k$ exchanges the two denominators, so they contribute equally to the sum over the Fermi sphere. With two spins,
\begin{equation}
\delta n_e=4U\,{\rm P}\!\!\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,
\frac{1}{E_k-E_{\mathbf k+\mathbf q}} .
\label{eq:lind1}
\end{equation}
The principal value P is appropriate because degenerate partners are either both filled or both empty, and the singular contributions of a filled pair cancel.

The denominator is $-(\hbar^2/2m)(q^2+2qk_x)$. Integration over the transverse wavevectors gives the area $\pi(k_F^2-k_x^2)$. Set $s=k_x/k_F$ and $y=q/2k_F$, so that $q^2+2qk_x=4k_F^2y(s+y)$. Then
\begin{equation}
\delta n_e=-U\,\frac{mk_F}{\pi^2\hbar^2}\,\frac{1}{4y}\,
{\rm P}\!\!\int_{-1}^{1}\frac{1-s^2}{s+y}\,ds .
\label{eq:lind2}
\end{equation}
The prefactor $mk_F/(\pi^2\hbar^2)$ equals $g$, by \eqref{eq:count}, \eqref{eq:EF} and \eqref{eq:dos}. Writing $1-s^2=(1-y^2)-(s+y)(s-y)$ makes the integral elementary:
\begin{equation}
\delta n_e=-gF U,\qquad
F=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right| .
\label{eq:F}
\end{equation}
For small $y$ the logarithm is $2y+2y^3/3+\cdots$, and $F=1-y^2/3+\cdots=1-q^2/(12k_F^2)+\cdots$. The Thomas-Fermi relation is recovered.

Replacing $g$ by $gF$ in the electron term of \eqref{eq:poissonq} gives
\begin{equation}
D(q)=\frac{D_0}{F+q^2/k_{TF}^2}.
\label{eq:Dquantum}
\end{equation}
Direct diagonalization of the electron Hamiltonian, with a cosine potential of amplitude $0.001E_F$ and $q=0.1k_F$, gave a density response of $0.9992$ times the Thomas-Fermi value. The expansion of $F$ gives $1-0.01/12=0.9992$.

\subsection{The wavevectors that matter for resistivity}

A Debye sphere holds one longitudinal mode per ion. Equating its number of modes per unit volume, $q_D^3/(6\pi^2)$, to $n/Z$ gives
\begin{equation}
q_D=\left(\frac{6\pi^2n}{Z}\right)^{1/3}
=k_F\left(\frac2Z\right)^{1/3}=15.26\ {\rm nm^{-1}} .
\label{eq:qD}
\end{equation}
With a rough sound speed $c_s=6000$ m/s, the energy $\hbar c_sq_D$ is $0.060$ eV when the linear sound law is extended to $q_D$. At $370$ K the thermal energy $k_BT$ is $0.032$ eV. The phonon energy on this line equals $k_BT$ at $q=(0.032/0.060)q_D$, about half the Debye wavevector. Modes across much of the zone are thus thermally active.

Scattering through a small angle also does little to the current. For nearly elastic scattering on the Fermi surface through an angle $\theta$, $q=2k_F\sin(\theta/2)$, and the fraction of forward velocity lost is
\begin{equation}
1-\cos\theta=2\sin^2\frac{\theta}{2}=\frac{q^2}{2k_F^2}.
\label{eq:angle}
\end{equation}
It is $0.38$ at $q_D$ and $6\times10^{-4}$ for the $10$ nm wave. The resistivity therefore gives weight to the wavevectors at which the constant $D_0$ is least reliable. The momentum transfer is not limited to $q_D$: scattering across the Fermi sphere reaches $2k_F=35\ {\rm nm^{-1}}$, and transfers outside the phonon zone occur by Umklapp processes. The values below at $q_D$ describe only the lower part of the range.

At $q_D$, $q^2/k_{TF}^2=(15.26/20.50)^2=0.554$. The Thomas-Fermi formula gives $7.75/1.554=4.99$ eV. For the quantum response, $y=15.26/34.94=0.437$ and $F=0.934$, so \eqref{eq:Dquantum} gives $7.75/1.488=5.21$ eV. Diagonalization at this wavevector, followed by Poisson's equation to find the ion wave that sustains the chosen potential, also gave $5.21$ eV. The weaker quantum screening raises the potential by about $4\%$ of the Thomas-Fermi value.

These values leave out exchange, which drops out of the total potential only at long wavelength. With the local exchange potential, $\delta v_x=(v_x/3)(\delta n_e/n)=|v_x|FU/(2E_F)$, and Poisson's equation acts on $U_H=U-\delta v_x$ alone. The term $q^2/k_{TF}^2$ in \eqref{eq:Dquantum} is then multiplied by $1-|v_x|F/(2E_F)$, which is $0.68$ at $q_D$. The result rises from $5.21$ to $5.92$ eV, a larger change than that from quantum screening.

\subsection{Ion cores}

A conduction electron does not see a point charge inside the ion. A simple model, the empty-core pseudopotential, keeps the potential energy $-Ze^2/(4\pi\varepsilon_0r)$ outside a radius $r_c$ and sets it to zero inside. Its Fourier transform follows from the angular average $\sin(qr)/(qr)$ of a plane wave:
\begin{equation}
v(q)=-\frac{Ze^2}{\varepsilon_0q}
\lim_{\eta\to0^+}\int_{r_c}^{\infty}e^{-\eta r}\sin qr\,dr
=-\frac{Ze^2}{\varepsilon_0q^2}\cos qr_c .
\label{eq:core}
\end{equation}
The damping factor removes the oscillation at infinity. For small displacements the bare potential wave is the ion-density wave multiplied by $v(q)$. The core therefore multiplies the bare potential \eqref{eq:bare}, and after linear screening also $D(q)$, by $\cos qr_c$.

As $q\to0$ this factor tends to one, so \eqref{eq:main} is unaffected by the core. At $q_D$ it is not small. A rough radius $r_c=0.06$ nm gives $\cos(0.916)=0.609$, and
\begin{equation}
D(q_D)\simeq0.609\times5.21\ {\rm eV}=3.17\ {\rm eV}.
\label{eq:Dcore}
\end{equation}
This is $41\%$ of $D_0$. In first-order perturbation theory the scattering rate contains the square of the potential. At fixed phonon amplitude and wavevector $q_D$, the use of $D_0$ would overestimate this square by a factor $(7.75/3.17)^2\simeq6$ within the present model. With local exchange included, $D(q_D)$ is $0.609\times5.92=3.61$ eV and the factor is about $4.6$.

\subsection{Temperature, motion and collisions}

Finite temperature changes the compressibility of the electrons. After integration by parts, the density is proportional to the average of $\tfrac23E^{3/2}$ over the thermal peak $-\partial f/\partial E$, where $f$ is the Fermi function. The peak is symmetric about $\mu$, apart from an exponentially small part cut off at the band bottom. With $x=(E-\mu)/k_BT$, its mean square width is
\begin{equation}
(k_BT)^2\,4\int_0^\infty\frac{x\,dx}{e^x+1}
=4(k_BT)^2\,\frac{\pi^2}{12}=\frac{\pi^2}{3}(k_BT)^2 .
\label{eq:width}
\end{equation}
Expanding $E^{3/2}$ to second order about $\mu$ and holding the density fixed gives
\begin{equation}
\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{\mu}\right)^2\right]
=E_F^{3/2},
\quad
\mu\simeq E_F-\frac{\pi^2(k_BT)^2}{12E_F}.
\label{eq:mu}
\end{equation}
Differentiation with $dE_F/d\ln n=2E_F/3$ yields
\begin{equation}
\frac{d\mu}{d\ln n}=\frac{2E_F}{3}
\left[1+\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2\right].
\label{eq:thermal}
\end{equation}
At $370$ K the relative correction is $6\times10^{-6}$. Temperature matters for the resistivity through the phonons, not through this coefficient.

The ions move at finite speed, so the electrons lag slightly. Without collisions, a wave $U\propto e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ changes the distribution by $\delta f=(\partial f/\partial E)\,U\,\mathbf q\cdot\mathbf v/(\mathbf q\cdot\mathbf v-\omega)$, from the linearized Boltzmann equation. Averaging over directions on the Fermi surface multiplies the static response by
\begin{equation}
W=\frac12\int_{-1}^{1}\frac{c\,dc}{c-s-i0^+}
\simeq1+\frac{i\pi s}{2},\qquad s=\frac{c_s}{v_F}.
\label{eq:W}
\end{equation}
The last step writes $c=(c-s)+s$ and keeps the pole contribution $i\pi$. With $v_F=2.02\times10^6$ m/s, $s=0.0030$, and the response acquires an imaginary part of $0.5\%$ of its static value. This is a phase lag; the magnitude changes only at order $s^2$.

Collisions interrupt this motion when $q\ell<1$, where $\ell$ is the mean free path. A rough resistivity of $3.5\ \mu\Omega\,{\rm cm}$ and the Drude relation $\ell=mv_F/(ne^2\rho)$ give $\ell=11$ nm, so $q\ell=7$ for the $10$ nm wave. Wavelengths well above $2\pi\ell$, which is about $70$ nm, lie in the collisional regime. There the electrons are carried with the lattice and diffuse relative to it. With diffusion constant $\kappa$, the conservation of electrons reads
\begin{equation}
\frac{\partial\,\delta n_e}{\partial t}
=-n\frac{\partial\Delta}{\partial t}
+\kappa\nabla^2(\delta n_e+gU).
\label{eq:diffusion}
\end{equation}
The diffusive flux vanishes when $\delta n_e+gU$ is uniform, as \eqref{eq:TF} requires. If $\delta n_e=-n\Delta$, the time derivatives cancel, and a wave must have $gU=n\Delta$. Neutrality thus gives the same potential $D_0\Delta$ in the collisional limit. The effective coupling is not the same, however. Because the scatterers move with the lattice, the electrons stay close to local equilibrium with it, and the energy a longitudinal wave loses to them falls below the collisionless value, to about $0.4$ of it at $q\ell=1$ and in proportion to $q\ell$ at longer wavelengths (Pippard's result). Through the same drag, transverse waves also exchange energy with the electrons in this regime.

\subsection{Comparison with a real interconnect}

The chosen electron density, sound speed and resistivity are typical of aluminium near its operating temperature in a circuit, to the accuracy of rough values. Of the assumptions examined here, that of long wavelength fails most strongly: finite-$q$ screening and the ion core together lower the coupling at $q_D$ from $7.75$ eV to about $3.2$ eV without exchange, or $3.6$ eV with local exchange. The crystal potential, Umklapp scattering and the true phonon spectrum are also absent, and the omission is large. For classically excited longitudinal phonons with $q<q_D$ and mass density $\rho_m$, the golden rule with \eqref{eq:angle} gives $1/\tau=\pi gk_BT/(\hbar\rho_mc_s^2)\int_0^{q_D}D(q)^2q^3\,dq/(4k_F^4)$. With $D=D_0$ and $\rho_m=2.7\ {\rm g\,cm^{-3}}$, the resistivity $m/(ne^2\tau)$ is about $0.25\ \mu\Omega\,{\rm cm}$, less than a tenth of the value $3.5$ used above, and the screened potential with the core lowers it further by a factor of about $3$. Most of the resistivity of aluminium must therefore come from processes outside this range, chiefly Umklapp transfers up to $2k_F$, where the core factor changes sign at $q=\pi/2r_c\simeq26\ {\rm nm^{-1}}$. Narrow lines add scattering from surfaces and grain boundaries. Copper has one conduction electron per atom and filled $d$ states not far below the Fermi energy, so a free-electron value for it is a cruder estimate.

The initial decision now has a definite answer within the free-electron model. For longitudinal waves with $q\ll k_{TF}$, $q\ll k_F$ and $qr_c\ll1$, the potential per unit dilation is the constant $2E_F/3$, and it may be used as the scattering coupling when also $q\ell\gg1$. A resistivity calculation near or above room temperature needs the wavevector-dependent screened ion potential out to $2k_F$, with Umklapp processes and all phonon branches, and with $2E_F/3$ as its long-wavelength limit. The numerical output that follows lists the main values used in the example.

\section*{Computed results}
\begin{verbatim}
Electron density: 1.80e+23 cm^-3
Electrons per ion: 3
Temperature: 370 K
Rough sound speed: 6000 m/s
Rough resistivity: 3.5 microohm cm
Rough ion-core radius: 0.060 nm
Wave wavelength: 10.0 nm
Dilation amplitude: 0.0010
Ion displacement amplitude: 0.001592 nm
Fermi wavevector: 17.468 nm^-1
Fermi energy: 11.6248 eV
Density of states, both spins: 23.226 eV^-1 nm^-3
Thomas-Fermi wavevector: 20.501 nm^-1
Thomas-Fermi screening length: 0.04878 nm
Long-wave deformation potential: 7.7499 eV
Same deformation potential: 1.2417e-18 J
Fermi-energy exponent from state count: 0.66766
Wave wavevector: 0.62832 nm^-1
Bare potential amplitude: 8.2504 eV
Static dielectric factor: 1065.59
Screened potential amplitude: 0.007743 eV
Potential at compression crest: -0.007743 eV
Uncompensated ionic-charge fraction: 9.3840e-04
Grid deformation potential at 100 nm: 7.7498 eV
Grid deformation potential at 10 nm: 7.7426 eV
Grid deformation potential at 1 nm: 7.0844 eV
Quantum/TF density response at q=0.1 kF: 0.99917
Exchange potential: -8.0063 eV
Total potential per dilation with exchange: 7.7451 eV
Electrostatic part with exchange: 5.0780 eV
Debye wavevector: 15.259 nm^-1
Thermal energy: 0.03188 eV
Sound energy at Debye wavevector: 0.06026 eV
TF value at Debye wavevector: 4.9870 eV
Quantum value at Debye wavevector: 5.2090 eV
Ion-core factor at Debye wavevector: 0.6093
Quantum value with ion core: 3.1741 eV
Relative thermal correction: 6.187e-06
Fermi velocity: 2.0222e+06 m/s
Sound speed / Fermi velocity: 0.00297
Relative dynamic response change: 0.00466
Rough electron mean free path: 11.39 nm
Wavevector times mean free path: 7.16
\end{verbatim}
